\section*{Potentiostatic anodisation through a series resistance: implicit integration and change of control}

\section{Definitions and conventions}

A metal is anodised at constant voltage. The oxide has thickness $x$, and the anodic current density $J$ is positive. In series with the oxide lies an electrolyte of area-specific resistance $r$ (ohm\,cm$^2$). The voltage $V$ is the part of the cell voltage shared by oxide and electrolyte; electrode potentials are taken as a constant offset, already subtracted.

Ions cross the oxide by high-field conduction,
\begin{equation}
J=J_0e^{\beta E},\qquad y\equiv\ln(J/J_0)=\beta E ,
\end{equation}
where $E$ is the field, uniform across the film, and $J_0$ and $\beta$ are constants at fixed temperature. Reverse hops are dropped. For a symmetric barrier they are a fraction $e^{-2y}$ of the forward hops, so the law requires $e^{-2y}\ll1$.

The oxide voltage is $xE=xy/\beta$. It is convenient to measure thickness by the voltage
\begin{equation}
\xi\equiv x/\beta ,
\end{equation}
which is the extra oxide voltage that multiplies the current by $e$. Adding the two voltage drops gives
\begin{equation}
rJ+\xi y=V,\qquad y=\ln(J/J_0). \label{circuit}
\end{equation}
This equation is implicit in $J$. Growth follows Faraday's law,
\begin{equation}
\frac{dx}{dt}=kJ,\qquad k=\frac{M}{4F\rho_m}, \label{growth}
\end{equation}
with molar mass $M$, density $\rho_m$ and Faraday constant $F$. The factor 4 is for HfO$_2$, which needs four electrons per formula unit. All the current is assumed to form oxide that stays on the metal. We take $V>rJ_0$ throughout.

\section{A tiny example by hand}

Let $rJ_0=1$ V and $V=10$ V, and start at $\xi=1$ V. These values keep the arithmetic short; they do not describe a real film. With $j=J/J_0=e^y$ and the scaled time $\theta=kJ_0t/\beta$, measured in volts, the problem is
\begin{equation}
e^y+\xi y=10,\qquad \frac{d\xi}{d\theta}=e^y .
\end{equation}

\textbf{The first current.} Newton's method for $f(y)=e^y+y-10$ uses $f'=e^y+1$. Without an oxide the current would be $j=10$, so start at $y=\ln10=2.3026$. There $f=2.3026$ and $f'=11$, and the next value is $2.3026-0.2093=2.0933$. There $f=0.205$ and $f'=9.112$, giving $2.0708$; one more correction gives $y=2.0706$ and $j=7.929$. The resistor takes 7.93 V and the oxide 2.07 V.

\textbf{One time step.} Take $\Delta\theta=0.1$ V. The current falls while the oxide grows, so we use the current $j_m$ at the mean of the old and new thickness. That mean is $1+0.05\,j_m$, which contains the unknown current. Hence
\begin{equation}
e^{y_m}+\left(1+0.05\,e^{y_m}\right)y_m=10 .
\end{equation}
Start from the old value $2.0706$. The residual is $0.05(7.929)(2.0706)=0.821$. The derivative is $7.929+1+0.05(7.929)(1+2.0706)=10.147$, so the next value is $1.9897$. Two more corrections give $y_m=1.9864$ and $j_m=7.290$. The new thickness is
\begin{equation}
\xi=1+0.1(7.290)=1.729\ \text{V}.
\end{equation}
Solving $e^y+1.729y=10$ gives the current at the end of the step, $y=1.903$ and $j=6.709$.

\textbf{Where control changes.} A small current change $dJ$ changes the resistor voltage by $r\,dJ$ and the oxide voltage by $\xi\,dJ/J$. The oxide therefore has differential resistance $\xi/J$. The two elements oppose a change equally when $r=\xi/J$, here $e^y=\xi$. Inserting this in the voltage equation gives $\xi(1+y)=10$. With $u=1+y$ we have $\xi=10/u$ and also $\xi=e^{u-1}$, so
\begin{equation}
ue^u=10e,\qquad u+\ln u=1+\ln10=3.3026 .
\end{equation}
Trial values give $u=2.419$, and $\xi=10/2.419=4.134$ V.

\textbf{Landing on that point.} From $\xi=1.729$ the mean thickness of a step ending at 4.134 is 2.931. Solving $e^y+2.931y=10$ gives $j=5.179$, and the step must last $(4.134-1.729)/5.179=0.464$. A step this long shows the arithmetic, not good accuracy.

\section{The current at a given thickness}

The left side of (\ref{circuit}), written as $rJ_0e^y+\xi y$, has derivative $rJ+\xi>0$. It equals $rJ_0<V$ at $y=0$ and grows without bound. There is thus one root with $y>0$.

To solve for it, let $w=rJ/\xi$. Dividing (\ref{circuit}) by $\xi$ gives $w+y=V/\xi$. Therefore
\begin{equation}
w=\frac{rJ_0}{\xi}e^y=\frac{rJ_0}{\xi}e^{V/\xi-w}
\quad\Longrightarrow\quad
we^w=\frac{rJ_0}{\xi}e^{V/\xi}. \label{lambert}
\end{equation}
The principal Lambert function $W$, defined by $W(z)e^{W(z)}=z$, gives $w$, and $J=\xi w/r$. For a thin film the exponential can overflow in a computer; Newton's method in $y$ avoids this.

Now change $r$ at fixed $V$, $\xi$ and $J_0$:
\begin{align}
J\,dr+r\,dJ+\xi\,\frac{dJ}{J}&=0,\\
(rJ+\xi)\,d\ln J&=-rJ\,d\ln r .
\end{align}
The resistance share of control is therefore
\begin{equation}
C\equiv-\frac{\partial\ln J}{\partial\ln r}=\frac{rJ}{rJ+\xi}=\frac{w}{1+w}. \label{share}
\end{equation}
Changing $J_0$ instead, with $dy=d\ln J-d\ln J_0$, gives $(rJ+\xi)\,d\ln J=\xi\,d\ln J_0$. The response to $J_0$ is $1-C$, so the two shares add to one.

\section{Locating the transition}

We define the transition by $C=1/2$, or $w=1$. As $\xi$ grows, both factors on the right of (\ref{lambert}) fall. Hence $w$ and $C$ fall, and the transition is crossed once if the initial film is thinner than the transition thickness $x_*$.

Put $w=1$ and $u=V/\xi_*$ in (\ref{lambert}):
\begin{equation}
e=\frac{rJ_0u}{V}e^u
\quad\Longrightarrow\quad
u=W\!\left(\frac{eV}{rJ_0}\right). \label{u}
\end{equation}
Since $\xi_*=V/u$ and $rJ_*=\xi_*$,
\begin{equation}
x_*=\frac{\beta V}{u},\qquad J_*=\frac{V}{ru},\qquad y_*=u-1 . \label{transition}
\end{equation}
The last relation follows from $w+y=V/\xi$. The condition $V>rJ_0$ gives $ue^u>e$, so $u>1$ and $y_*>0$.

With no resistance the current at the same thickness would be $J_0e^{V/\xi}=J_0e^{y+w}=Je^w$. At the transition the actual current is thus $1/e$ of the resistance-free current.

Equal voltage drops are a different condition. There $rJ=\xi y=V/2$, so $w=y$ and
\begin{equation}
C=\frac{y}{1+y},\qquad y=\ln\frac{V}{2rJ_0}. \label{equal}
\end{equation}
For large $y$ the resistance still holds nearly all the control, because a small change of oxide voltage is enough to change the ionic current greatly.

The transition can be read from a plot of current against charge. Differentiate (\ref{circuit}) with respect to $\xi$ at fixed $r$, $J_0$ and $V$:
\begin{equation}
\left(r+\frac{\xi}{J}\right)\frac{dJ}{d\xi}+y=0
\quad\Longrightarrow\quad
\frac{dJ}{d\xi}=-\frac{y}{r}C .
\end{equation}
Since $d\xi=dx/\beta$ and $E=y/\beta$,
\begin{equation}
\frac{dJ}{dx}=-\frac{E}{r}C,\qquad \frac{dJ}{dQ}=-\frac{kE}{r}C, \label{slope}
\end{equation}
where $dx=k\,dQ$ and $Q$ is charge per area. While $C\approx1$ and $E$ varies little, the plot is nearly straight. At the transition its slope is half of $-kE/r$, where $E$ is the field at that point. This field is lower than the initial one, so half of the initial slope is only a rough guide.

\section{The general time step}

Let $x_n$ and $y_n$ satisfy (\ref{circuit}). For a step $h$, the current $J_m=J_0e^{y_m}$ at the mean thickness is the root of
\begin{equation}
G(y)=rJ_0e^y+\frac{y}{\beta}\left(x_n+\frac{hk}{2}J_0e^y\right)-V, \label{step}
\end{equation}
and then $x_{n+1}=x_n+hkJ_m$. With $J=J_0e^y$, two differentiations give
\begin{align}
G'&=rJ+\frac1\beta\left[x_n+\frac{hk}{2}J(1+y)\right],\\
G''&=rJ+\frac{hk}{2\beta}J(2+y).
\end{align}
Both are positive for $y>0$, and $G(0)=rJ_0-V<0$. At the old value, (\ref{circuit}) cancels all but one term:
\begin{equation}
G(y_n)=\frac{hk}{2\beta}J_ny_n>0 .
\end{equation}
So $y_n$ lies above the root. A convex curve lies above its tangent, so each Newton iterate also stays above the root while moving down towards it. This holds for any $h>0$.

The current at $x_{n+1}$ is then found from (\ref{circuit}), starting at $y_m$. That start is again above the root, since $x_{n+1}$ exceeds the mean thickness. For the very first current, the smaller of $\ln(V/rJ_0)$ and $V/\xi$ is a safe start: each makes one of the two voltage drops equal to $V$.

For the accuracy, write $dx/dt=f(x)$. The mean thickness is $x_n+hf/2+O(h^2)$, so
\begin{equation}
x_{n+1}=x_n+hf+\tfrac12h^2ff'+O(h^3).
\end{equation}
This agrees with the Taylor series through $h^2$, because $d^2x/dt^2=f'f$. The method is of second order. By (\ref{slope}), small thickness differences decay at the rate
\begin{equation}
\lambda=-\frac{d(kJ)}{dx}=\frac{kE}{r}C .
\end{equation}
We choose $h=\varepsilon/\lambda$ with $\varepsilon\ll1$. The steps lengthen as growth slows.

The complete algorithm is as follows.
\begin{enumerate}
\item Find $y_0$ from (\ref{circuit}) at the initial thickness.
\item Set $h=\varepsilon/\lambda$, shortened if it would pass the final time.
\item Solve (\ref{step}), update $x$, and solve (\ref{circuit}) for the new current.
\item If $\beta rJ-x$ has changed from positive to negative, find by bracketing the partial step that makes it zero. Record the time, thickness and current.
\item Continue from the full step until the final time.
\end{enumerate}

\section{A closed law for the time}

This model can also be integrated with $y$ as parameter. From (\ref{circuit}), $x=\beta(V-rJ_0e^y)/y$, and
\begin{equation}
\frac{dx}{dy}=-\beta\left[\frac{rJ_0e^y}{y}+\frac{V-rJ_0e^y}{y^2}\right].
\end{equation}
Divide by $kJ_0e^y$ to obtain $dt/dy$, and integrate from $y_0$ down to $y$:
\begin{equation}
t=\frac{\beta}{k}\int_y^{y_0}\left[\frac rs-\frac r{s^2}+\frac{V}{J_0}\frac{e^{-s}}{s^2}\right]ds .
\end{equation}
The exponential integral $E_2(s)=\int_1^\infty e^{-sq}q^{-2}dq$ becomes, with $p=sq$, $E_2(s)=s\int_s^\infty e^{-p}p^{-2}dp$. Hence
\begin{equation}
t=\frac{\beta}{k}\left\{r\left[\ln\frac{y_0}{y}+\frac1{y_0}-\frac1y\right]
+\frac{V}{J_0}\left[\frac{E_2(y)}{y}-\frac{E_2(y_0)}{y_0}\right]\right\}. \label{time}
\end{equation}

Two limits show the physics. Early on, while $C\approx1$ and $y$ is large, $E$ is nearly constant and $dx/dt\approx k(V-Ex)/r$: the thickness relaxes towards $V/E$ with time constant $r/(kE)$. Late, for large $y$ and with the start forgotten, $E_2(y)\approx e^{-y}/y$ and
\begin{equation}
t\approx\frac{\beta V}{kJ_0}\frac{e^{-y}}{y^2},\qquad \frac1x\approx\frac{y}{\beta V}.
\end{equation}
Thus $d\ln t\approx-(1+2/y)\,dy$, and $1/x$ falls almost linearly with $\ln t$.

\section{Hafnium oxide at 20 V}

Take $V=20$ V, $r=1000$ ohm\,cm$^2$, $\beta=5$ cm/MV, $J_0=10^{-14}$ A/cm$^2$ and an initial film of 2 nm. With density 9.5 g/cm$^3$ and molar mass 210.49 g/mol, $k=0.574$ nm per mC/cm$^2$. The initial current is 18.87 mA/cm$^2$, the field is 5.65 MV/cm, and $r/(kE)=3.08$ s.

For the transition, $eV/(rJ_0)=2\times10^{12}e$, and (\ref{u}) gives $u=26.06$. Then
\begin{align}
x_*&=\frac{(5\times10^{-6}\,\text{cm/V})(20\,\text{V})}{26.06}=38.4\ \text{nm},\\
J_*&=\frac{20\,\text{V}}{(1000\,\text{ohm\,cm}^2)(26.06)}=0.767\ \text{mA/cm}^2 .
\end{align}
The resistor then takes 0.77 V of the 20 V. In (\ref{time}), $y_0=28.27$ and $y_*=25.06$; the resistance bracket contributes 10.1 s and the oxide bracket 3.2 s, so $t_*=13.3$ s. The charge passed is $(38.37-2)/0.574=63.4$ mC/cm$^2$.

The integrator with $\varepsilon=0.04$ gives:
\begin{center}
\begin{tabular}{rrrr}
$t$ (s) & $x$ (nm) & $J$ (mA/cm$^2$) & $C$\\
1 & 11.3 & 13.70 & 0.984\\
3 & 23.0 & 7.43 & 0.942\\
10 & 36.4 & 1.33 & 0.646\\
30 & 41.9 & 0.189 & 0.184\\
3600 & 53.6 & 0.0013 & 0.001
\end{tabular}
\end{center}
The voltage drops are equal at 2.0 s and 18.1 nm, where (\ref{equal}) gives $C=0.965$. Control changes hands some 11 s later, at about twice that thickness.

The hour takes 244 steps and at most four Newton iterations per solution. The integrator puts the transition at 13.3241 s, against 13.3256 s from (\ref{time}). Without resistance, (\ref{time}) with $r=0$ gives 53.61 nm after one hour, against 53.58 nm with it. That case is a mathematical reference only, since it would start at 100 MV/cm. The resistance sets the early current but leaves little trace in the final thickness.

With the other inputs fixed, changing $r$ gives:
\begin{center}
\begin{tabular}{rrrr}
$r$ (ohm\,cm$^2$) & $x_*$ (nm) & $J_*$ (mA/cm$^2$) & $t_*$ (s)\\
200 & 36.2 & 3.62 & 2.55\\
1000 & 38.4 & 0.767 & 13.3\\
5000 & 40.8 & 0.163 & 69.7
\end{tabular}
\end{center}
Differentiating $u+\ln u=1+\ln(V/rJ_0)$ gives $d\ln x_*/d\ln r=1/(1+u)$, about $1/27$ here. This is why the thickness hardly moves. The current $J_*=x_*/(\beta r)$ then falls nearly as $1/r$, and passing a nearly equal charge takes a time that grows roughly as $r$.

\section{The model beside a real film}

Anodic hafnium oxide grows at roughly 2 nm/V. Per volt across the oxide, the example has 2.0 nm/V at the transition and 2.7 nm/V after an hour. Its $\beta$, $J_0$ and density are rough values, and its resistance stands for a dilute electrolyte; a concentrated bath has a much lower one. A tenfold larger $J_0$ lowers $y$ at a given current and raises $x_*$ by 9\%. If a constant fraction of the oxide formed dissolves, $k$ falls by that fraction: $x_*$ and $J_*$ stay fixed and all times lengthen in proportion to $1/k$.

Electronic leakage is the least certain omission. Treat the electrolyte as a metal-like electron source with barrier $\phi$, and take a rough tunnelling mass $m=0.15m_e$. The Fowler--Nordheim current is
\begin{equation}
J_t=\frac{e^3E^2m_e}{8\pi h\phi m}\exp\!\left[-\frac{8\pi\sqrt{2m}\,\phi^{3/2}}{3heE}\right],
\end{equation}
where $e$ is now the elementary charge and $h$ is Planck's constant. At the transition it is 0.11 mA/cm$^2$ for 3 eV, 14\% of $J_*$, but $3\times10^{-8}$ mA/cm$^2$ for 4 eV. Tunnelling below 1\% of $J_*$ needs a barrier above about 3.2 eV in this estimate. The formula needs $Ex>\phi$, here a film thicker than about 6 nm. In thinner films electrons tunnel through the whole oxide. With the same mass and source, and at the field of the model, that current is about $10^5$ times the ionic current at 2 nm for barriers of 3.2 to 4 eV, and for 3.2 eV it still exceeds the ionic current at 4 nm. The assumption that all current forms oxide therefore holds at the start only if the electrolyte supplies far fewer electrons than a metal would. Conduction through defects is left out and would add to the leakage. The field also starts at about 1.1 times a rough breakdown field of 5 MV/cm for deposited films, and stays above that value until just after the transition. The model cannot tell whether the film survives.

Three further effects can be sized. An electrode polarisation of 0.12 V per decade changes by 0.50 V over the hour, 2.5\% of $V$. Its slope, 0.052 V per factor $e$ in current, adds to $\xi$ and is 7\% of $\xi_*$; it raises $J_*$ by 6 to 7\%, while $x_*$ moves by under 1\% and $t_*$ by about 2\%. The oxide power $J(V-rJ)$ peaks at $V^2/4r=0.1$ W/cm$^2$. Fed for 13.3 s into still water, with no heat entering the metal, it would warm the surface by 2.6 K. With relative permittivity 20, the initial film and the resistance have an $RC$ time of about 9 ms. The film needs to charge only to 1.1 V of the 20 V, which takes about 0.5 ms.
